# Counting magnetic anisotropy constants for the eleven Laue classes: a numerical check

```python
"""
Magnetocrystalline anisotropy: number of independent constants by Laue class.

Result under test: for even order l the number of new constants is
    n_l = average over the rotation group of sin((l+1/2)t)/sin(t/2),
where t is the rotation angle. It equals 1+2*floor(l/n) for cyclic classes,
1+floor(l/n) for dihedral classes, and a count of pairs 4a+6b=l for m-3m
(for m-3 the pairs with 4a+6b=l-6 are added).
Symbols: m=(x,y,z) unit magnetization, u=x^2+y^2=sin(theta)^2, phi azimuth;
s = x^2y^2+y^2z^2+z^2x^2, p = x^2y^2z^2,
d = (x^2-y^2)(y^2-z^2)(z^2-x^2). Energies are in kJ/m^3.
Independent road: numerical ranks of group-averaged functions on the sphere.
"""
import numpy as np
from scipy.special import eval_legendre

rng = np.random.default_rng(7)


def rotation_z(order):
    t = 2 * np.pi / order
    return np.array([[np.cos(t), -np.sin(t), 0],
                     [np.sin(t), np.cos(t), 0], [0, 0, 1.0]])


INV = -np.eye(3)
R2, R3, R4, R6 = [rotation_z(k) for k in (2, 3, 4, 6)]
RX = np.diag([1.0, -1.0, -1.0])
MX = INV @ RX
DIAGONAL3 = np.array([[0, 0, 1.0], [1, 0, 0], [0, 1, 0]])

# Generators of the 32 point groups; the first of each class is all rotations.
POINT_GROUPS = {
    "-1": [[], [INV]],
    "2/m": [[R2], [INV @ R2], [R2, INV]],
    "mmm": [[R2, RX], [R2, MX], [R2, RX, INV]],
    "4/m": [[R4], [INV @ R4], [R4, INV]],
    "4/mmm": [[R4, RX], [R4, MX], [INV @ R4, RX], [R4, RX, INV]],
    "-3": [[R3], [R3, INV]],
    "-3m": [[R3, RX], [R3, MX], [R3, RX, INV]],
    "6/m": [[R6], [INV @ R6], [R6, INV]],
    "6/mmm": [[R6, RX], [R6, MX], [INV @ R6, RX], [R6, RX, INV]],
    "m-3": [[R2, DIAGONAL3], [R2, DIAGONAL3, INV]],
    "m-3m": [[R4, DIAGONAL3], [INV @ R4, DIAGONAL3], [R4, DIAGONAL3, INV]],
}
CYCLIC = {"-1": 1, "2/m": 2, "4/m": 4, "-3": 3, "6/m": 6}
DIHEDRAL = {"mmm": 2, "4/mmm": 4, "-3m": 3, "6/mmm": 6}


def key(matrix):
    return tuple(np.rint(matrix * 1e6).astype(int).ravel())


def generate(generators):
    """All products of the generators."""
    elements = [np.eye(3)]
    seen = {key(elements[0])}
    for element in elements:
        for g in generators:
            new = g @ element
            if key(new) not in seen:
                seen.add(key(new))
                elements.append(new)
    return elements


def character(l, angle):
    if abs(angle) < 1e-6:
        return 2 * l + 1.0
    return np.sin((l + 0.5) * angle) / np.sin(angle / 2)


def character_count(group, l):
    angles = [np.arccos(np.clip((np.trace(r) - 1) / 2, -1, 1)) for r in group]
    value = np.mean([character(l, t) for t in angles])
    assert abs(value - round(value)) < 1e-6
    return int(round(value))


def pairs(l):
    return sum((l - 6 * b) % 4 == 0 for b in range(l // 6 + 1))


def closed_count(laue, l):
    if laue in CYCLIC:
        return 1 + 2 * (l // CYCLIC[laue])
    if laue in DIHEDRAL:
        return 1 + l // DIHEDRAL[laue]
    return pairs(l) + (pairs(l - 6) if laue == "m-3" else 0)


def unit_vectors(number):
    v = rng.normal(size=(number, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def averaged(kernel, group, points, poles):
    return sum(kernel(points @ r.T @ poles.T) for r in group) / len(group)


def rank(matrix):
    return int(np.linalg.matrix_rank(matrix, tol=1e-9))


# Characters against the trace of the rotation operator, by quadrature.
nodes, weights = np.polynomial.legendre.leggauss(40)
for l in range(0, 13):
    for t in (0.0, np.pi / 3, np.pi / 2, 2 * np.pi / 3, np.pi):
        argument = np.cos(t) + (1 - np.cos(t)) * nodes**2
        trace = (2 * l + 1) / 2 * np.sum(weights * eval_legendre(l, argument))
        assert abs(trace - character(l, t)) < 1e-9

# Counts against ranks, separately for every order and for whole polynomials.
assert sum(len(v) for v in POINT_GROUPS.values()) == 32
ORDERS = list(range(2, 13, 2))
points, poles = unit_vectors(180), unit_vectors(180)
rotations, counts, full_average = {}, {}, {}
for laue, members in POINT_GROUPS.items():
    group = generate(members[0])
    rotations[laue] = group
    for l in range(0, 42, 2):
        assert character_count(group, l) == closed_count(laue, l)
    counts[laue] = [character_count(group, l) for l in ORDERS]
    for l, expected in zip(ORDERS, counts[laue]):
        matrix = averaged(lambda c: eval_legendre(l, c), group,
                          points[:50], poles[:50])
        assert rank(matrix) == expected
    full_average[laue] = averaged(lambda c: c**12, group, points, poles)
    assert rank(full_average[laue]) == 1 + sum(counts[laue])
    rotation_keys = {key(r) for r in group}
    for generators in members:
        complete = generate(generators)
        axial = [np.linalg.det(r) * r for r in complete]
        assert {key(r) for r in axial} == rotation_keys
        matrix = averaged(lambda c: c**6, axial, points[:60], poles[:60])
        assert rank(matrix) == 1 + sum(counts[laue][:3])


def cubic_invariants(m):
    a, b, c = (m**2).T
    return a*b + b*c + c*a, a*b*c, (a - b) * (b - c) * (c - a)


def invariant_basis(laue, m, highest):
    """Values at points m of the proposed invariants up to a given order."""
    columns = []
    if laue in ("m-3", "m-3m"):
        s, p, d = cubic_invariants(m)
        for e in range(2 if laue == "m-3" else 1):
            for b in range(highest // 6 + 1):
                for a in range(highest // 4 + 1):
                    if 4 * a + 6 * b + 6 * e <= highest:
                        columns.append(s**a * p**b * d**e)
        return np.array(columns).T
    n = CYCLIC.get(laue) or DIHEDRAL[laue]
    x, y, z = m.T
    u = x**2 + y**2
    for k in range(highest // n + 1):
        odd = (n * k) % 2
        w = (x + 1j * y)**(n * k) * z**odd
        if laue in CYCLIC:
            parts = [w.real, w.imag] if k else [w.real]
        else:
            parts = [w.imag] if odd else [w.real]
        for a in range((highest - n * k - odd) // 2 + 1):
            columns += [u**a * part for part in parts]
    return np.array(columns).T


# The lists are invariant, independent and complete.
LISTED = ["4/m", "4/mmm", "-3", "-3m", "6/m", "6/mmm", "m-3", "m-3m"]
for laue in LISTED:
    for highest in (2, 4, 6, 8, 10, 12):
        basis = invariant_basis(laue, points, highest)
        for r in rotations[laue]:
            moved = invariant_basis(laue, points @ r.T, highest)
            assert np.allclose(moved, basis, atol=1e-11)
        expected = 1 + sum(counts[laue][:highest // 2])
        scaled = basis / np.linalg.norm(basis, axis=0)
        assert basis.shape[1] == expected == rank(scaled)
        average = averaged(lambda c: c**highest, rotations[laue], points, poles)
        assert rank(np.hstack([scaled, average])) == expected

# Product quadrature on the sphere and projection on one harmonic order.
azimuths = 2 * np.pi * np.arange(48) / 48
zz, ff = np.meshgrid(nodes, azimuths, indexing="ij")
rr = np.sqrt(1 - zz**2)
sphere = np.stack([rr * np.cos(ff), rr * np.sin(ff), zz], -1).reshape(-1, 3)
sphere_weights = np.repeat(weights / 2 / 48, 48)


def project(function, l, m):
    kernel = eval_legendre(l, m @ sphere.T)
    return (2 * l + 1) * kernel @ (sphere_weights * function(sphere))


test = unit_vectors(25)
s, p, d = cubic_invariants(test)
H4 = s - 1 / 5
H6 = p - H4 / 11 - 1 / 105
assert np.allclose(project(lambda m: cubic_invariants(m)[0], 4, test), H4)
assert np.allclose(project(lambda m: cubic_invariants(m)[1], 4, test), H4 / 11)
assert np.allclose(project(lambda m: cubic_invariants(m)[1], 6, test), H6)
assert np.allclose(project(lambda m: cubic_invariants(m)[2], 6, test), d)
mean_s = sphere_weights @ cubic_invariants(sphere)[0]
mean_p = sphere_weights @ cubic_invariants(sphere)[1]
assert abs(mean_s - 1 / 5) < 1e-12 and abs(mean_p - 1 / 105) < 1e-12

# Uniaxial powers u, u^2, u^3: rows are Legendre orders 2, 4, 6.
conversion = np.array([[-2/3, -16/21, -16/21], [0, 8/35, 144/385],
                       [0, 0, -16/231]])
for row, l in enumerate((2, 4, 6)):
    for power in (1, 2, 3):
        value = (2*l + 1) / 2 * np.sum(
            weights * eval_legendre(l, nodes) * (1 - nodes**2)**power)
        assert abs(value - conversion[row, power - 1]) < 1e-12


def fourfold(m):
    return ((m[:, 0] + 1j * m[:, 1])**4).real


part4 = project(lambda m: (1 - m[:, 2]**2) * fourfold(m), 4, test)
assert np.allclose(part4, 10 / 11 * fourfold(test))

# Cubic worked example, class m-3.
K1, K2, K2P = 40.0, 20.0, 5.0


def cubic_energy(m):
    s_, p_, d_ = cubic_invariants(m)
    return K1 * s_ + K2 * p_ + K2P * d_


directions = {"[100]": (1, 0, 0), "[110]": (1, 1, 0), "[111]": (1, 1, 1),
              "[120]": (1, 2, 0), "[210]": (2, 1, 0)}
energy = {}
for name, vector in directions.items():
    v = np.array([vector], float)
    energy[name] = cubic_energy(v / np.linalg.norm(v))[0]
assert abs(energy["[110]"] - K1 / 4) < 1e-12
assert abs(energy["[111]"] - K1 / 3 - K2 / 27) < 1e-12
assert abs(energy["[120]"] - energy["[210]"] - 24 * K2P / 125) < 1e-12
scan = cubic_energy(unit_vectors(100000))
assert scan.min() >= energy["[100]"] and scan.max() <= energy["[111]"] + 1e-10
projected4 = project(cubic_energy, 4, test)
kappa4 = (projected4 @ H4) / (H4 @ H4)
assert np.allclose(projected4, (K1 + K2 / 11) * H4)
projected6 = project(cubic_energy, 6, test)
(kappa6, kappa6p), *_ = np.linalg.lstsq(np.array([H6, d]).T, projected6,
                                        rcond=None)
assert abs(kappa6 - K2) < 1e-8 and abs(kappa6p - K2P) < 1e-8

# Tetragonal worked example, class 4/m: azimuth chosen to remove B.
A, B, C, D = 3.0, 4.0, 2.0, 1.0
shift = np.arctan2(B, A) / 4


def rotated_coefficients(wave):
    """Fourier analysis at two polar angles separates orders 4 and 6."""
    values = []
    for u in (0.4, 0.9):
        f = azimuths + shift
        e = (u**2 * (A*np.cos(4*f) + B*np.sin(4*f))
             + u**3 * (C*np.cos(4*f) + D*np.sin(4*f)))
        values.append(2 * np.mean(e * wave(4 * azimuths)) / u**2)
    sixth = (values[1] - values[0]) / 0.5
    return values[0] - 0.4 * sixth, sixth


A_new, C_new = rotated_coefficients(np.cos)
B_new, D_new = rotated_coefficients(np.sin)
assert abs(A_new - np.hypot(A, B)) < 1e-10 and abs(B_new) < 1e-10
assert abs(C_new - (A*C + B*D) / np.hypot(A, B)) < 1e-10
assert abs(D_new - (A*D - B*C) / np.hypot(A, B)) < 1e-10

print("New constants at each order l (pure numbers)")
print("class   |G_rot| " + "".join(f"{'l=' + str(l):>6}" for l in ORDERS)
      + "  total l=2..6")
for laue in POINT_GROUPS:
    print(f"{laue:7s} {len(rotations[laue]):7d} "
          + "".join(f"{n:6d}" for n in counts[laue])
          + f"  {sum(counts[laue][:3]):6d}")
print(f"Sphere averages: s = {mean_s:.6f}, p = {mean_p:.6f}")
print("Cubic example, class m-3")
print(f"K1 = {K1:.1f}, K2 = {K2:.1f}, K2' = {K2P:.1f} kJ/m^3")
for name, value in energy.items():
    print(f"E{name} = {value:.4f} kJ/m^3")
print(f"E[120]-E[210] = {energy['[120]'] - energy['[210]']:.4f} kJ/m^3")
print(f"kappa4 (coefficient of H4) = {kappa4:.4f} kJ/m^3")
print(f"kappa6 (coefficient of H6) = {kappa6:.4f} kJ/m^3")
print(f"kappa6' (coefficient of d) = {kappa6p:.4f} kJ/m^3")
print("Tetragonal example, class 4/m")
print(f"A = {A:.1f}, B = {B:.1f}, C = {C:.1f}, D = {D:.1f} kJ/m^3")
print(f"azimuth shift = {np.degrees(shift):.4f} degrees")
print(f"rotated A = {A_new:.4f}, |B| = {abs(B_new):.4f} kJ/m^3")
print(f"rotated C = {C_new:.4f}, D = {D_new:.4f} kJ/m^3")
print("ALL CHECKS PASSED")
```

Printed output:

```
New constants at each order l (pure numbers)
class   |G_rot|    l=2   l=4   l=6   l=8  l=10  l=12  total l=2..6
-1            1      5     9    13    17    21    25      27
2/m           2      3     5     7     9    11    13      15
mmm           4      2     3     4     5     6     7       9
4/m           4      1     3     3     5     5     7       7
4/mmm         8      1     2     2     3     3     4       5
-3            3      1     3     5     5     7     9       9
-3m           6      1     2     3     3     4     5       6
6/m           6      1     1     3     3     3     5       5
6/mmm        12      1     1     2     2     2     3       4
m-3          12      0     1     2     1     2     3       3
m-3m         24      0     1     1     1     1     2       2
Sphere averages: s = 0.200000, p = 0.009524
Cubic example, class m-3
K1 = 40.0, K2 = 20.0, K2' = 5.0 kJ/m^3
E[100] = 0.0000 kJ/m^3
E[110] = 10.0000 kJ/m^3
E[111] = 14.0741 kJ/m^3
E[120] = 6.8800 kJ/m^3
E[210] = 5.9200 kJ/m^3
E[120]-E[210] = 0.9600 kJ/m^3
kappa4 (coefficient of H4) = 41.8182 kJ/m^3
kappa6 (coefficient of H6) = 20.0000 kJ/m^3
kappa6' (coefficient of d) = 5.0000 kJ/m^3
Tetragonal example, class 4/m
A = 3.0, B = 4.0, C = 2.0, D = 1.0 kJ/m^3
azimuth shift = 13.2825 degrees
rotated A = 5.0000, |B| = 0.0000 kJ/m^3
rotated C = 2.0000, D = -1.0000 kJ/m^3
ALL CHECKS PASSED
```
